# Does an implanted ion keep its incident charge inside silicon?: a program that tests the result

```python
# Result under test: an ion's incident charge is forgotten within nanometres in
# a solid, while its kinetic energy is e * sum(charge * voltage drop).
# For a chain of charge states q with loss rates L[q] (q -> q+1) and capture
# rates C[q] (q -> q-1), the extra energy loss due to one more incident charge is
#   h[q+1]-h[q] = sum_{k>q} p[k]*(S[k]-Smean) / (L[q]*p[q]),
# p = equilibrium fractions, S[k] = electronic stopping in state k.
# Units: nm, eV, unless a name says otherwise. Example: boron-11 in silicon.
import os
for variable in ('OMP_NUM_THREADS', 'OPENBLAS_NUM_THREADS', 'MKL_NUM_THREADS'):
    os.environ[variable] = '1'
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import expm
from scipy.ndimage import map_coordinates
from pyscf import gto, scf, cc, fci

Z1, Z2, M1, M2 = 5, 14, 11.009, 28.085
MASS = M1 * const.atomic_mass
HARTREE = const.value('Hartree energy in eV')
BOHR = const.value('Bohr radius') * 1e9
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # e^2, eV nm
density = 8 / (const.value('lattice parameter of silicon') * 1e9)**3
E0 = 40e3
E_STOP = 20.0

# ---------- kinetic energy from motion through a non-uniform field ----------
GAP = 0.1                                                    # metres


def flight_energy(voltage, stages):
    """stages: list of (end position / gap, charge); returns energy in eV."""
    state = [0.0, 0.0]
    for end, charge in stages:
        def motion(t, y):
            field = voltage * (0.4 + 1.2 * y[0] / GAP) / GAP
            return [y[1], charge * const.e * field / MASS]

        def arrival(t, y):
            return y[0] - end * GAP
        arrival.terminal = True
        arrival.direction = 1
        sol = solve_ivp(motion, (0, 1e-5), state, method='DOP853',
                        events=arrival, rtol=1e-10, atol=[1e-13, 1e-5],
                        max_step=5e-9)
        assert sol.status == 1
        state = sol.y_events[0][0]
    return 0.5 * MASS * state[1]**2 / const.e


half_voltage = (-0.4 + np.sqrt(0.16 + 1.2)) / 1.2
energy_B1_40 = flight_energy(40e3, [(1, 1)])
energy_B2_20 = flight_energy(20e3, [(1, 2)])
energy_B2_40 = flight_energy(40e3, [(1, 2)])
energy_switch = flight_energy(40e3, [(half_voltage, 2), (1, 1)])
for found, expected in [(energy_B1_40, 40e3), (energy_B2_20, 2 * 20e3),
                        (energy_B2_40, 2 * 40e3),
                        (energy_switch, 2 * 20e3 + 1 * 20e3)]:
    assert abs(found / expected - 1) < 1e-6

# ---------- elastic scattering in the universal screened potential ----------
screen_a = 0.8854 * BOHR / (Z1**0.23 + Z2**0.23)
eps_per_eV = screen_a * M2 / (Z1 * Z2 * COULOMB * (M1 + M2))


def universal(r):
    return (0.1818 * np.exp(-3.2 * r) + 0.5099 * np.exp(-0.9423 * r)
            + 0.2802 * np.exp(-0.4029 * r) + 0.02817 * np.exp(-0.2016 * r))


node, weight = np.polynomial.legendre.leggauss(100)
node, weight = (node + 1) / 2, weight / 2


def deflection(eps, b, screening=universal):
    """Centre-of-mass angle; eps reduced energy, b in screening lengths."""
    low, high = b.copy(), b + 1 / eps
    for _ in range(60):
        mid = (low + high) / 2
        inside = 1 - screening(mid) / (mid * eps) - (b / mid)**2 < 0
        low, high = np.where(inside, mid, low), np.where(inside, high, mid)
    r0 = ((low + high) / 2)[:, None]
    u = 1 - node[None, :]**2
    radial = ((screening(r0) - u * screening(r0 / u)) / (r0 * eps)
              + (b[:, None] / r0)**2 * (1 - u**2))
    integral = (2 * node * weight / np.sqrt(radial)).sum(axis=1)
    return np.pi - 2 * b / r0[:, 0] * integral


b_test = np.array([0.05, 0.3, 2.0])
bare = deflection(1.5, b_test, lambda r: np.ones_like(r))
assert np.allclose(np.tan(bare / 2), 1 / (2 * 1.5 * b_test), rtol=1e-6)

ln_eps = np.linspace(np.log(eps_per_eV * 10), np.log(eps_per_eV * 1e5), 60)
step_length = density**(-1 / 3)
b_max = step_length / np.sqrt(np.pi) / screen_a
ln_b = np.linspace(np.log(0.003), np.log(b_max), 90)
ln_sin2 = np.array([np.log(np.sin(deflection(np.exp(le), np.exp(ln_b)) / 2)**2
                           + 1e-30) for le in ln_eps])
ln_low, ln_high = np.log(1e-4), np.log(40.0)
b_quad = np.exp(ln_low + (ln_high - ln_low) * node)
reduced_loss = np.array([
    np.exp(le) * np.sum(weight * (ln_high - ln_low) * 2 * b_quad**2
                        * np.sin(deflection(np.exp(le), b_quad) / 2)**2)
    for le in ln_eps])
loss_spline = CubicSpline(ln_eps, reduced_loss)


def nuclear(E):
    return (density * 4 * np.pi * screen_a * Z1 * Z2 * COULOMB * M1 / (M1 + M2)
            * loss_spline(np.log(eps_per_eV * E)))


def speed_au(E):
    return np.sqrt(2 * E / HARTREE * const.m_e / MASS)


def electronic(E):
    return (density * 8 * np.pi * COULOMB * BOHR * Z1**(7 / 6) * Z2
            / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * speed_au(E))


def path_between(E_low, E_high, factor=1.0):
    return quad(lambda s: 2 * s / (nuclear(s * s) + factor * electronic(s * s)),
                np.sqrt(E_low), np.sqrt(E_high), epsabs=1e-7, limit=100)[0]


# ---------- binary-collision simulation of depth ----------
def simulate(E_start, factor=1.0, ions=2000, seed=7):
    rng = np.random.default_rng(seed)
    energy = np.full(ions, float(E_start))
    cosine, depth = np.ones(ions), np.zeros(ions)
    path, escaped = np.zeros(ions), np.zeros(ions, bool)
    alive = np.arange(ions)
    while alive.size:
        E, c = energy[alive], cosine[alive]
        depth[alive] += step_length * c
        path[alive] += step_length
        escaped[alive] |= depth[alive] < 0
        E = np.maximum(E - factor * electronic(E) * step_length, 10.0)
        b = np.maximum(b_max * np.sqrt(rng.random(alive.size)), 0.003)
        place = [(np.log(eps_per_eV * E) - ln_eps[0]) / (ln_eps[1] - ln_eps[0]),
                 (np.log(b) - ln_b[0]) / (ln_b[1] - ln_b[0])]
        sin2 = np.minimum(np.exp(map_coordinates(ln_sin2, place, order=1,
                                                mode='nearest')), 1.0)
        cos_cm, ratio = 1 - 2 * sin2, M1 / M2
        cos_lab = (cos_cm + ratio) / np.sqrt(1 + 2 * ratio * cos_cm + ratio**2)
        cos_lab = np.clip(cos_lab, -1, 1)
        azimuth = np.cos(2 * np.pi * rng.random(alive.size))
        c = c * cos_lab + np.sqrt((1 - c * c) * (1 - cos_lab**2)) * azimuth
        E = E * (1 - 4 * M1 * M2 / (M1 + M2)**2 * sin2)
        energy[alive], cosine[alive] = E, np.clip(c, -1, 1)
        alive = alive[E > E_STOP]
    kept = depth[~escaped]
    return kept.mean(), kept.std(), path.mean(), kept.std() / np.sqrt(kept.size)


depth40, spread40, simpath40, error40 = simulate(40e3)
depth80, spread80, simpath80, error80 = simulate(80e3)
depth_strong, _, simpath_strong, _ = simulate(40e3, 1.6)
path40, path80 = path_between(E_STOP, 40e3), path_between(E_STOP, 80e3)
# 5 percent: the stopping integral ignores fluctuations of the energy loss
for simulated, integral in [(simpath40, path40), (simpath80, path80),
                            (simpath_strong, path_between(E_STOP, 40e3, 1.6))]:
    assert abs(simulated / integral - 1) < 0.05

# ---------- charge-state chain 0, 1, 2, 3 ----------
loss_cm2 = np.array([3e-16, 1e-16, 1e-17])                   # q -> q+1
capture_cm2 = np.array([4e-16, 8e-16, 12e-16])               # q+1 -> q
to_rate = density * 1e21 * 1e-7                              # cm2 -> 1/nm
loss, capture = loss_cm2 * to_rate, capture_cm2 * to_rate
charges = np.arange(4)
rate_matrix = np.zeros((4, 4))                               # column = origin
for q in range(3):
    rate_matrix[q + 1, q] += loss[q]
    rate_matrix[q, q + 1] += capture[q]
rate_matrix -= np.diag(rate_matrix.sum(axis=0))
equilibrium = np.concatenate([[1], np.cumprod(loss / capture)])
equilibrium /= equilibrium.sum()
late = expm(rate_matrix * 40)
assert np.allclose(late, equilibrium[:, None] * np.ones(4), atol=1e-10)

shape = 1 + 0.3 * charges**2
factor_q = shape / (equilibrium @ shape)
stopping_q = electronic(E0) * factor_q
mean_stopping = equilibrium @ stopping_q
increments = np.array([
    equilibrium[q + 1:] @ (stopping_q[q + 1:] - mean_stopping)
    / (loss[q] * equilibrium[q]) for q in range(3)])

x = np.linspace(0, 20, 4001)
propagator = expm(rate_matrix * (x[1] - x[0]))
history = np.empty((x.size, 4, 4))
history[0] = np.eye(4)
for i in range(1, x.size):
    history[i] = propagator @ history[i - 1]
stopping_history = np.einsum('k,xkq->xq', stopping_q, history)
for q in range(3):
    direct = simpson(stopping_history[:, q + 1] - stopping_history[:, q], x=x)
    assert abs(direct / increments[q] - 1) < 1e-5
mean_charge = np.einsum('k,xkq->xq', charges, history)
gap_rate = np.sort(-np.linalg.eigvals(rate_matrix).real)[1]
difference = mean_charge[:, 2] - mean_charge[:, 1]
i3, i4 = np.searchsorted(x, [3 - 1e-9, 4 - 1e-9])
tail = np.log(difference[i3] / difference[i4]) / (x[i4] - x[i3])
assert abs(tail / gap_rate - 1) < 0.01
forget_depth = x[np.argmax(np.abs(difference) < 0.01)]


# ---------- range shift from coupled charge and energy evolution ----------
def energy_after(q_start, length=20.0):
    def slope(s, y):
        return np.append(rate_matrix @ y[:4],
                         -nuclear(y[4]) - electronic(y[4]) * (factor_q @ y[:4]))
    start = np.append(np.eye(4)[q_start], E0)
    return solve_ivp(slope, (0, length), start, method='LSODA',
                     rtol=1e-10, atol=1e-10).y[4, -1]


extra_loss = increments[1]
total_stopping = nuclear(E0) + electronic(E0)
shift = extra_loss / total_stopping
E_after1, E_after2 = energy_after(1), energy_after(2)
shift_direct = path_between(E_after2, E_after1)
# 2 percent: stopping varies slightly over the memory length
assert abs(shift_direct / shift - 1) < 0.02
frozen1 = path_between(E_STOP, E0, factor_q[1])
frozen2 = path_between(E_STOP, E0, factor_q[2])
assert frozen1 - frozen2 > 50 * shift
assert depth80 - depth40 > 50 * shift


# ---------- sizes of neglected effects ----------
def memory_by_solution(matrix):
    values, vectors = np.linalg.eig(matrix)
    p = vectors[:, np.argmin(abs(values))].real
    p = p / p.sum()
    h = np.linalg.lstsq(matrix.T, -(stopping_q - p @ stopping_q), rcond=None)[0]
    return h[2] - h[1]


assert abs(memory_by_solution(rate_matrix) / extra_loss - 1) < 1e-8
slow_loss = memory_by_solution(rate_matrix / 10)
double = rate_matrix.copy()
double[0, 2] += 2e-16 * to_rate
double[2, 2] -= 2e-16 * to_rate
double_loss = memory_by_solution(double)
energy_used = total_stopping * forget_depth
image_energy = 2**2 * COULOMB / (4 * 0.5)
plasma = np.sqrt(4 * density * 1e27 * const.e**2 / (const.epsilon_0 * const.m_e))
speed = np.sqrt(2 * E0 * const.e / MASS)
screen_distance = speed / plasma * 1e9
gas_density = 1e-6 * const.torr / (const.k * 300) * 1e-6     # 1/cm3
gas_fraction = 1 - np.exp(-gas_density * 1e-15 * 100)
dose = 1e15
dose_charge = dose * const.e * 1e6


def boron_ion(charge, basis):
    """Mean-field object and coupled-cluster energy in eV."""
    spin = (5 - charge) % 2
    mol = gto.M(atom='B 0 0 0', basis=basis, charge=charge, spin=spin, verbose=0)
    field = scf.UHF(mol) if spin else scf.RHF(mol)
    field.conv_tol, field.max_cycle = 1e-9, 150
    field.kernel()
    cluster = cc.CCSD(field)
    cluster.kernel()
    assert field.converged and cluster.converged
    return field, cluster.e_tot * HARTREE


ion_energy = np.array([boron_ion(q, 'cc-pvtz')[1] for q in range(4)])
neutralization = ion_energy - ion_energy[0]
assert neutralization[3] < 0.01 * E0
# the small basis keeps full configuration interaction cheap
small_field, small_cluster = boron_ion(1, 'cc-pvdz')
small_full = fci.FCI(small_field).kernel()[0] * HARTREE
assert abs(small_cluster - small_full) < 0.1

print(f"B+ through 40 kV: energy {energy_B1_40/1e3:.3f} keV")
print(f"B2+ through 20 kV: energy {energy_B2_20/1e3:.3f} keV")
print(f"B2+ through 40 kV: energy {energy_B2_40/1e3:.3f} keV")
print(f"B2+ to B+ at half of 40 kV: energy {energy_switch/1e3:.3f} keV")
print(f"silicon atom density {density*1e21:.3e} cm^-3")
print(f"speed at 40 keV {speed:.3e} m/s = {speed_au(E0):.3f} atomic units")
for q in range(3):
    print(f"{q}->{q+1}: loss {loss_cm2[q]:.1e} cm2, {loss[q]:.3f} /nm; "
          f"{q+1}->{q}: capture {capture_cm2[q]:.1e} cm2, {capture[q]:.3f} /nm")
print("equilibrium fractions q=0..3:", np.round(equilibrium, 5))
print(f"equilibrium mean charge {equilibrium @ charges:.3f} e")
print(f"slowest decay rate {gap_rate:.3f} /nm, length {1/gap_rate:.3f} nm")
for depth in (0, 0.25, 0.5, 1, 2):
    i = np.argmin(abs(x - depth))
    print(f"path {depth:.2f} nm: mean charge from B+ {mean_charge[i,1]:.4f} e, "
          f"from B2+ {mean_charge[i,2]:.4f} e")
print(f"mean charges agree within 0.01 e after {forget_depth:.2f} nm")
print("electronic stopping q=0..3:", np.round(stopping_q, 1), "eV/nm")
print(f"at 40 keV: electronic mean {mean_stopping:.1f}, "
      f"nuclear {nuclear(E0):.1f}, total {total_stopping:.1f} eV/nm")
print("extra loss for 0->1, 1->2, 2->3 incident charge:",
      np.round(increments, 2), "eV")
print(f"path shift B2+ versus B+ at 40 keV: formula {shift:.4f} nm, "
      f"coupled integration {shift_direct:.4f} nm")
print(f"path length: 40 keV {path40:.1f} nm, 80 keV {path80:.1f} nm")
print(f"if charge stayed frozen, 40 keV path: B+ {frozen1:.1f} nm, "
      f"B2+ {frozen2:.1f} nm")
print(f"simulated path: 40 keV {simpath40:.1f} nm, 80 keV {simpath80:.1f} nm")
print(f"mean depth 40 keV {depth40:.1f} nm, spread {spread40:.1f} nm, "
      f"standard error {error40:.1f} nm")
print(f"mean depth 80 keV {depth80:.1f} nm, spread {spread80:.1f} nm, "
      f"standard error {error80:.1f} nm")
print(f"electronic stopping x1.6: mean depth at 40 keV {depth_strong:.1f} nm")
print(f"all cross sections /10: extra loss {slow_loss:.1f} eV, "
      f"path shift {slow_loss/total_stopping:.2f} nm")
print(f"double capture 2->0 of 2e-16 cm2 added: extra loss {double_loss:.2f} eV")
print(f"energy lost while charge is forgotten {energy_used:.0f} eV, "
      f"{100*energy_used/E0:.2f} % of 40 keV")
print(f"image energy of B2+ at 0.5 nm from a metal {image_energy:.2f} eV")
print("CCSD/cc-pVTZ neutralization energy B+, B2+, B3+:",
      np.round(neutralization[1:], 2), "eV")
print(f"CCSD minus full CI for B+ in cc-pVDZ {small_cluster-small_full:.4f} eV")
print(f"speed / valence plasma frequency {screen_distance:.4f} nm")
print(f"gas 1e-6 Torr, 300 K, 1 m, 1e-15 cm2: density {gas_density:.2e} cm^-3, "
      f"changed fraction {100*gas_fraction:.2f} %")
print(f"charge for {dose:.0e} ions/cm2: B+ {dose_charge:.1f} uC/cm2, "
      f"B2+ {2*dose_charge:.1f} uC/cm2")
print("checks complete")
```

Running it gives:

```
B+ through 40 kV: energy 40.000 keV
B2+ through 20 kV: energy 40.000 keV
B2+ through 40 kV: energy 80.000 keV
B2+ to B+ at half of 40 kV: energy 60.000 keV
silicon atom density 4.994e+22 cm^-3
speed at 40 keV 8.373e+05 m/s = 0.383 atomic units
0->1: loss 3.0e-16 cm2, 1.498 /nm; 1->0: capture 4.0e-16 cm2, 1.998 /nm
1->2: loss 1.0e-16 cm2, 0.499 /nm; 2->1: capture 8.0e-16 cm2, 3.995 /nm
2->3: loss 1.0e-17 cm2, 0.050 /nm; 3->2: capture 1.2e-15 cm2, 5.993 /nm
equilibrium fractions q=0..3: [5.4214e-01 4.0661e-01 5.0830e-02 4.2000e-04]
equilibrium mean charge 0.510 e
slowest decay rate 2.861 /nm, length 0.350 nm
path 0.00 nm: mean charge from B+ 1.0000 e, from B2+ 2.0000 e
path 0.25 nm: mean charge from B+ 0.7404 e, from B2+ 1.2685 e
path 0.50 nm: mean charge from B+ 0.6199 e, from B2+ 0.8893 e
path 1.00 nm: mean charge from B+ 0.5354 e, from B2+ 0.6022 e
path 2.00 nm: mean charge from B+ 0.5110 e, from B2+ 0.5149 e
mean charges agree within 0.01 e after 1.67 nm
electronic stopping q=0..3: [109.7 142.5 241.2 405.7] eV/nm
at 40 keV: electronic mean 129.8, nuclear 49.9, total 179.8 eV/nm
extra loss for 0->1, 1->2, 2->3 incident charge: [13.48 28.46 46.03] eV
path shift B2+ versus B+ at 40 keV: formula 0.1583 nm, coupled integration 0.1582 nm
path length: 40 keV 267.0 nm, 80 keV 467.9 nm
if charge stayed frozen, 40 keV path: B+ 254.2 nm, B2+ 186.5 nm
simulated path: 40 keV 264.2 nm, 80 keV 465.6 nm
mean depth 40 keV 175.7 nm, spread 63.3 nm, standard error 1.4 nm
mean depth 80 keV 337.3 nm, spread 94.0 nm, standard error 2.1 nm
electronic stopping x1.6: mean depth at 40 keV 140.9 nm
all cross sections /10: extra loss 284.6 eV, path shift 1.58 nm
double capture 2->0 of 2e-16 cm2 added: extra loss 20.63 eV
energy lost while charge is forgotten 300 eV, 0.75 % of 40 keV
image energy of B2+ at 0.5 nm from a metal 2.88 eV
CCSD/cc-pVTZ neutralization energy B+, B2+, B3+: [ 8.19 33.25 71.09] eV
CCSD minus full CI for B+ in cc-pVDZ 0.0010 eV
speed / valence plasma frequency 0.0332 nm
gas 1e-6 Torr, 300 K, 1 m, 1e-15 cm2: density 3.22e+10 cm^-3, changed fraction 0.32 %
charge for 1e+15 ions/cm2: B+ 160.2 uC/cm2, B2+ 320.4 uC/cm2
checks complete
```
